# Chebyshev-Filtered Subspace Iteration: Amplification, Scaled Recursion and Cost

A real-space electronic-structure code that refines a block of orbitals by polynomial filtering must fix three things: the degree $m$ of the filter, the interval $[a,b]$ that it damps, and the number $n$ of columns. A larger $m$ costs sparse matrix products. A smaller $m$ costs more Rayleigh-Ritz steps, whose work grows as $n^2$ per grid point. The choice rests on how fast the wanted states gain on the rest and on what each half of a cycle costs.

## Setting

Hartree atomic units are used. $H$ is a fixed real symmetric $N\times N$ matrix with $z$ nonzeros per row and eigenpairs $(\lambda_j,v_j)$ in ascending order; in a self-consistent loop the results hold between two updates of $H$. The block $X$ is $N\times n$, and the lowest $n_w<n$ states are wanted. The states to be removed are those outside the block, $j>n$. Define

$$c=\frac{a+b}{2},\qquad e=\frac{b-a}{2},\qquad x(\lambda)=\frac{\lambda-c}{e},$$

which maps $[a,b]$ onto $[-1,1]$. The basic assumption is $a\le\lambda_{n+1}$ and $b\ge\lambda_N$.

## Amplification

The Chebyshev polynomials obey $T_0=1$, $T_1=x$, $T_{k+1}=2xT_k-T_{k-1}$. The identity $\cos(k+1)\varphi+\cos(k-1)\varphi=2\cos\varphi\cos k\varphi$ is this recurrence with $x=\cos\varphi$, and the starting values agree, so $T_k(\cos\varphi)=\cos k\varphi$ and $|T_k|\le1$ on $[-1,1]$. The same identity holds for $\cosh$, so $T_k(\cosh\eta)=\cosh k\eta$. The recurrence also gives $T_k(-x)=(-1)^kT_k(x)$ by induction.

For $\lambda<a$, $c=a+e$ gives

$$-x=\frac{c-\lambda}{e}=1+\frac{a-\lambda}{e}=1+2\gamma,\qquad \gamma=\frac{a-\lambda}{b-a}.$$

Set $\cosh\eta=1+2\gamma$. Since $\cosh\eta=1+2\sinh^2(\eta/2)$, one has $\sinh(\eta/2)=\sqrt\gamma$, and

$$|T_m(x(\lambda))|=\cosh m\eta,\qquad \eta=2\,\mathrm{arsinh}\sqrt\gamma\approx2\sqrt\gamma\quad(\gamma\ll1).$$

A state at $\lambda<a$ therefore gains at least $\cosh m\eta$ on every state in $[a,b]$. The shifted power method $x^m$ guarantees $(1+2\gamma)^m\approx e^{2\gamma m}$, with $\gamma$ in place of $\sqrt\gamma$. For $m\eta\ll1$ the gain is $1+m^2\eta^2/2\approx1+2m^2\gamma$, so the exponential regime needs $m\gtrsim1/\eta$.

No polynomial of degree $\le m$ has a better guarantee. Fix $\lambda_0<a$, $x_0=x(\lambda_0)$, and $p=T_m/T_m(x_0)$. Suppose $q(x_0)=1$ and $|q|<1/|T_m(x_0)|$ on $[-1,1]$. At the $m+1$ points $\cos(j\pi/m)$, $p$ takes the values $\pm1/|T_m(x_0)|$ alternately, and $p-q$ has the sign of $p$ there. Hence $p-q$ has $m$ zeros inside $(-1,1)$ and one more at $x_0$. A polynomial of degree $\le m$ with $m+1$ zeros vanishes, so $q=p$, which contradicts the strict inequality.

A safe $b$ follows from $H=K+V$: $\lambda_N=\max_{\|v\|=1}v^T(K+V)v\le\max K+\max V$. On a periodic grid of spacing $h$ the fourth-order kinetic stencil has, per axis, plane-wave eigenvalues $(\tfrac54-\tfrac43\cos\vartheta+\tfrac1{12}\cos2\vartheta)/h^2$. The derivative, $\sin\vartheta\,(4-\cos\vartheta)/(3h^2)$, is nonnegative on $[0,\pi]$, so the maximum is $(\tfrac54+\tfrac43+\tfrac1{12})/h^2=8/(3h^2)$.

## Error of the subspace

Let $V_1$ hold the lowest $n$ eigenvectors and $V_2$ the others, with eigenvalue matrices $\Lambda_1,\Lambda_2$. Write $X=V_1A+V_2B$, assume $A$ invertible, and define $G=BA^{-1}$. A change of basis $X\to XC$ sends $A\to AC$, $B\to BC$ and leaves $G$ unchanged, so orthonormalization and Rayleigh-Ritz do not alter it. The filter gives $A'=p(\Lambda_1)A$ and $B'=p(\Lambda_2)B$, hence $G'=p(\Lambda_2)\,G\,p(\Lambda_1)^{-1}$, or

$$G'_{ji}=G_{ji}\,\frac{T_m(x_j)}{T_m(x_i)},\qquad j>n,\ i\le n,$$

provided $T_m(x_i)\ne0$, which holds for $\lambda_i\le a$. Let $g_i$ be column $i$ of $G$. The vector $s_i=XA^{-1}e_i=v_i+V_2g_i$ lies in the span and makes an angle with $v_i$ whose tangent is $\|g_i\|$. The angle to the span is the least over its vectors, so $\tan\angle(v_i,\mathrm{span}X)\le\|g_i\|$. With $|T_m(x_j)|\le1$,

$$\|g_i'\|\le\frac{\|g_i\|}{\cosh m\eta_i}.$$

The slowest wanted state is $i=n_w$. The extra columns allow $a$ to rise from $\lambda_{n_w+1}$ to $\lambda_{n+1}$, which raises $\gamma_{n_w}$.

The cycle given below sets $a$ to the top Ritz value $\theta_n$, because $\lambda_{n+1}$ is not known. The min-max principle gives $\theta_n\ge\lambda_n$, but $\theta_n$ may exceed $\lambda_{n+1}$. States with $\lambda_{n+1}\le\lambda_j<a$ then grow, the lowest most, and the numerator $1$ becomes $\max(1,|T_m(x_{n+1})|)$.

For the energy, $\theta_i\ge\lambda_i$ bounds $\delta E=\sum_{i\le n_w}(\theta_i-\lambda_i)$ below by zero. By Ky Fan's principle, $\sum_{i\le n_w}\theta_i$ is the least trace of $H$ over $n_w$-dimensional subspaces of the span. Take the one spanned by $S=(s_1,\dots,s_{n_w})$, with $G_w=(g_1,\dots,g_{n_w})$ and $\Lambda_w=\mathrm{diag}(\lambda_1,\dots,\lambda_{n_w})$. Its overlap is $S^TS=I+M$, $M=G_w^TG_w$, and

$$\sum_{i\le n_w}(\theta_i-\lambda_1)\le\mathrm{tr}\,(I+M)^{-1}\big[(\Lambda_w-\lambda_1)+G_w^T(\Lambda_2-\lambda_1)G_w\big].$$

Both terms in the bracket are positive semidefinite. For such a $D$ and $P=(I+M)^{-1}\le I$, $\mathrm{tr}\,PD=\mathrm{tr}\,D^{1/2}PD^{1/2}\le\mathrm{tr}\,D$. Subtracting $\mathrm{tr}(\Lambda_w-\lambda_1)$ and using $\Lambda_2\le\lambda_N$,

$$0\le\delta E\le(\lambda_N-\lambda_1)\,\|G_w\|_F^2 .$$

When all of $G$ is small and $\lambda_{n_w+1}>\lambda_{n_w}$, expanding $(I+M)^{-1}\approx I-M$ in the trace gives $\delta E\approx\sum_{i,j}G_{ji}^2(\lambda_j-\lambda_i)$. The coupling to the remaining columns is of order $G^2$ and shifts the sum at order $G^4$. Every term of this leading-order sum falls by at least $\cosh^2m\eta_{n_w}$ per cycle. The error $\delta E$ itself follows that rate only up to the neglected terms. The coupling to the remaining columns lowers $\delta E$ by a relative amount of order $\|G\|^2(\lambda_N-\lambda_i)$ divided by the gap $\lambda_{n_w+1}-\lambda_{n_w}$. It weighs more before the filter than after, so the observed reduction can lie below $\cosh^2m\eta_{n_w}$ until the buffer columns of $G$, which converge slowest, are small on that scale.

## Scaled recursion

The block $T_k(\hat x)X$ with $\hat x=(H-c)/e$ grows as $\cosh k\eta_1$. Define instead $Y_k=T_k(\hat x)X/\tau_k$ with $\tau_k=T_k(x_0)$, and $\sigma_k=\tau_{k-1}/\tau_k$. Then $\sigma_1=1/x_0=e/(\lambda_0-c)$, which is negative. Dividing $\tau_{k+1}=2x_0\tau_k-\tau_{k-1}$ by $\tau_k$ gives $1/\sigma_{k+1}=2x_0-\sigma_k$, so

$$\sigma_{k+1}=\frac{1}{2/\sigma_1-\sigma_k}.$$

The matrix recurrence reads $\tau_{k+1}Y_{k+1}=2\hat x\,\tau_kY_k-\tau_{k-1}Y_{k-1}$. Dividing by $\tau_{k+1}$, with $\tau_k/\tau_{k+1}=\sigma_{k+1}$ and $\tau_{k-1}/\tau_{k+1}=\sigma_k\sigma_{k+1}$,

$$Y_1=\frac{\sigma_1}{e}(H-c)X,\qquad Y_{k+1}=\frac{2\sigma_{k+1}}{e}(H-c)Y_k-\sigma_k\sigma_{k+1}Y_{k-1}.$$

Since $\tau_k=(-1)^k\cosh k\eta_0$, $\sigma_k=-\cosh(k-1)\eta_0/\cosh k\eta_0$, so $|\sigma_k|<1$ and $\sigma_k\to-e^{-\eta_0}$. An error in $\sigma_k$ is passed on with the factor $\partial\sigma_{k+1}/\partial\sigma_k=\sigma_{k+1}^2<1$, so the scalar recursion damps its own rounding. If $\lambda_0\le\lambda_1$, every $|T_k(x_j)|\le|\tau_k|$ and $\|Y_k\|\le\|X\|$. With $\lambda_0=\theta_1\ge\lambda_1$ the growth is bounded by $\cosh k\eta_1/\cosh k\eta_0$. A scalar factor leaves the span, $G$ and the condition number unchanged; scaling protects the floating-point range.

## One cycle

```
input: H, X, m, b, theta (Ritz values of X)
a = theta[n]; lam0 = theta[1]
c = (a+b)/2; e = (b-a)/2; s1 = e/(lam0-c); s = s1
Yold = X; Y = (s1/e)*(H X - c X)
repeat m-1 times:
    snew = 1/(2/s1 - s)
    Ynew = (2*snew/e)*(H Y - c Y) - (s*snew)*Yold
    Yold = Y; Y = Ynew; s = snew
S = Y^T Y = L L^T          (lower triangle, Cholesky)
Q = Y L^(-T)
M = Q^T (H Q)              (lower triangle)
M = W diag(theta) W^T
X = Q W
```

## Cost

One flop is one addition, subtraction, multiplication, division or square root; the $O(m)$ scalar work is omitted. These are operation counts for the kernels above, not timings. A dot product of length $l$ costs $2l-1$.

Per element of the block, $HY$ costs $2z-1$. A general filter step adds five operations: $cY$, the subtraction, two scalings and the final subtraction. The first step adds three. Hence

$$F_{\rm filter}=Nn\,[m(2z-1)+5(m-1)+3]=Nn\,[m(2z+4)-2].$$

The Rayleigh-Ritz part has six items.

- $S$ and $M$ need $n(n+1)/2$ dot products of length $N$ each, together $n(n+1)(2N-1)$.
- Cholesky: column $j=0,\dots,n-1$ has $n-j$ entries at $2j+1$ flops. The sum is $n\cdot n^2-\sum_j(2j^2+j)=n^3-\tfrac13(n-1)n(2n-1)-\tfrac12n(n-1)=\tfrac16n(n+1)(2n+1)$.
- Triangular solve: $\sum_j(2j+1)=n^2$ per row, $Nn^2$ in all.
- $HQ$: $Nn(2z-1)$.
- $QW$: $Nn(2n-1)$.
- Dense eigensolver: $\kappa n^3$, with $\kappa$ set by the algorithm.

The terms proportional to $Nn$ add to $2(n+1)+n+(2z-1)+(2n-1)=5n+2z$, so

$$F_{\rm RR}=Nn\,(5n+2z)-n(n+1)+\tfrac16n(n+1)(2n+1)+\kappa n^3 .$$

For $N\gg\kappa n$ the two halves cost the same when $m(2z+4)-2=5n+2z$, that is at

$$n^*=\frac{m(2z+4)-2z-2}{5}.$$

With $N\propto n$ and fixed $m$ and $z$, the filter scales as $n^2$ and Rayleigh-Ritz as $n^3$. A cycle as written is therefore cubic in system size at large $n$ and close to quadratic for $n\ll n^*$.

## Choice of degree

For $N\gg\kappa n$ a cycle costs $Nn(mf+r)$ with $f=2z+4$, $r=5n+2z-2$, and guarantees the log-reduction $u(m\eta)$, $u(y)=\ln\cosh y$. The function $u$ is convex, because $u''=1/\cosh^2y>0$, and $u(0)=0$, so the chord slope $u(y)/y$ increases. Both $mf/u(m\eta)$ and $r/u(m\eta)$ therefore decrease with $m$. For fixed $H,a,b$ in exact arithmetic the cost per unit of guaranteed log-reduction has no minimum at finite $m$ and falls toward $Nnf/\eta$. Because $u(y)\to y-\ln2$ at large $y$, splitting a total degree into $k$ cycles loses $(k-1)\ln2$ in that regime and pays $r$ a further $k-1$ times. The ceiling on $m$ comes from the accuracy needed before $H$ changes and from rounding.

## Stability and failure modes

**Rank loss.** If $\lambda_n<a$ and $m$ is large enough that the $V_2$ part is negligible, $Y\approx V_1p(\Lambda_1)A$. From $\mathrm{cond}(CD)\le\mathrm{cond}(C)\,\mathrm{cond}(D)$, applied to $pA$ and to $p=(pA)A^{-1}$, $\mathrm{cond}(Y)$ lies within a factor $\mathrm{cond}(A)$ of $\cosh m\eta_1/\cosh m\eta_n\approx e^{m(\eta_1-\eta_n)}$. The Gram matrix squares this ratio, and its smallest eigenvalue sinks below the rounding of the largest when $\mathrm{cond}(Y)^2\epsilon\gtrsim1$. Dropping the prefactor gives the estimate

$$m_{\rm chol}\approx\frac{\ln\epsilon^{-1/2}}{\eta_1-\eta_n}.$$

A block of eigenvectors escapes this limit. In exact arithmetic its filtered columns remain orthogonal and differ in length. Scaling the columns by a diagonal $D$ turns $L$ into $DL$, and for powers of two this introduces no rounding, so the conditioning of the normalized columns is what counts. The escape is not unlimited: a rounding admixture of $v_1$ in column $n$ grows relative to $v_n$ by $\cosh m\eta_1/\cosh m\eta_n$, and at large enough $m$ it spoils the orthogonality.

**Upper edge too low.** For $\lambda>b$ the argument for $\lambda<a$ repeats with $\gamma=(\lambda-b)/(b-a)$. If this exceeds $\gamma_i$, the state outgrows $v_i$ and can displace it from the block. A $b$ that is too high lowers $\eta$ as $(b-a)^{-1/2}$ at small $\gamma$.

**Deficient start.** If $A$ is singular, there is a $u\ne0$ with $u^TA=0$, and the direction $V_1u$ is orthogonal to $X$. Then $p(\Lambda_1)A$ is singular too, so in exact arithmetic the block never captures the whole span of $V_1$. The missing direction does change: $u$ becomes $p(\Lambda_1)^{-1}u$, which turns toward the highest-lying, least amplified states in $u$. If $u$ contains only wanted states, a wanted direction stays missing.

**No buffer.** As $a\to\lambda_i$, $\eta_i\to0$ and the guarantee for state $i$ tends to one. This happens for a wanted state if $n$ cuts a degenerate shell that contains it, since then $a\le\lambda_{n+1}=\lambda_i$. With the choice $a=\theta_n$, which tends to $\lambda_n$, it also happens when column $n$ closes that shell, so the block must reach into a higher level than the wanted states.

## Worked example

The model is an isotropic harmonic well with $\omega=1$ Ha on a periodic $20^3$ grid, $h=0.5$ bohr, $N=8000$, $z=13$. The block has $n_w=10$, $n=20$, and the filter has $m=12$, $a=5$ Ha, $\lambda_0=\lambda_1$. Errors are relative to the grid eigenvalues $\lambda_1,\lambda_{10},\lambda_{20},\lambda_{21}=1.498,\ 3.491,\ 4.487,\ 5.425$ Ha, whose ten lowest sum to $29.907$ Ha ($813.8$ eV). The numerical check that follows tests the formulas against the exact product eigenbasis, rational polynomials, a linear program and an instrumented operation count.

The bound is $b=3\cdot8/(3\cdot0.25)+33.844=65.844$ Ha, above $\lambda_N=61.431$ Ha. For state 10, $\gamma=(5-3.491)/60.844=0.02480$, $\eta=0.3137$ (against $2\sqrt\gamma=0.3150$), $m\eta=3.764$ and $\cosh m\eta=21.6$; the power method guarantees $1.79$. States 1 and 20 gain $150$ and $4.57$. At degree 6 the linear program returns the minimax value $0.29764$, equal to $1/\cosh6\eta_{10}$.

With $x_0=-1.11511$: $\sigma_1=-0.89677$, $\sigma_2=1/(-2.23022+0.89677)=-0.74994$, $\sigma_3=1/(-2.23022+0.74994)=-0.67555$, and $\sigma_{12}=-0.62170$ against the limit $-0.62168$. The unscaled $T_m(x_1)$ passes the largest single-precision number near $m=188$ and the largest double near $m=1495$. At $m=250$ in single precision the unscaled vector is not finite and the scaled one has norm $0.0084$.

From a random start, $\|g_{10}\|$ falls by $24.85$, $23.07$, $22.54$, $22.28$ in cycles $k=2,4,6,8$. The excess over $21.575$ can be derived under one assumption: the phases $\psi=m\varphi_j$ of the outer states are spread uniformly in weight. Then $\|g\|^2$ after $k$ cycles carries the average $\langle\cos^{2k}\psi\rangle$. Averaging $(\sin\psi\cos^{2k-1}\psi)'=2k\cos^{2k}\psi-(2k-1)\cos^{2k-2}\psi$ over a period gives zero, so the reduction in cycle $k$ is $\cosh m\eta\,\sqrt{2k/(2k-1)}$. This yields $24.9$, $23.06$, $22.53$, $22.28$. The surviving error collects at the extrema of $T_m$, and the rate approaches the bound from above.

The energy error is $5.2\times10^{-6}$ Ha at cycle 4 under a bound of $1.3\times10^{-4}$ Ha, and $1.9\times10^{-10}$ Ha at cycle 6. That is about $164$ per cycle, less than $\cosh^2m\eta_{10}=465$: the buffer columns of $G$, with a guaranteed reduction of only $4.57$ per cycle for state 20, are not yet small, and the leading-order formula does not apply. At cycle 8 the printed error, $7\times10^{-14}$ Ha, exceeds the bound, $2\times10^{-15}$ Ha. It is a few parts in $10^{15}$ of the sum $29.9$ Ha, the scale of double-precision rounding, and the assertion allows $10^{-10}$ Ha. From a warm start with noise $0.05$ per column the errors are $4.05\times10^{-4}$, $6.11\times10^{-7}$, $1.08\times10^{-9}$ Ha. The last ratio is $568$, against $\cosh^2=465$ and the uniform-phase value $465\cdot6/5=558$.

The adaptive choice $a=\theta_{20}$ reaches $\delta E<10^{-9}$ Ha in 6 cycles from the random start. For state 10 its last edge, $a=4.4875$ Ha, gives $\cosh m\eta=10.6$, about half the fixed-filter value. With $b=51.431$ Ha the top state gains $2.4\times10^4$ per cycle, and after five cycles the top Ritz value is $\lambda_N$.

For the random block, $\mathrm{cond}(Y)=1.50\times10^9$ at $m=60$ and $5.04\times10^{11}$ at $m=80$. The slope $\ln(336)/20=0.291$ matches $\eta_1-\eta_{20}=0.292$. The estimate $m_{\rm chol}\approx62$ is optimistic here: $e^{60\cdot0.292}\approx4\times10^7$ lies well below the measured value at $m=60$, the difference being the dropped prefactor, here about $37$. Restoring it lowers the estimate to $m\approx49$. Cholesky orthonormalization gives $\|Q^TQ-I\|_F\approx2\times10^{-14}$ at $m=12$ and loses orthogonality near $m\approx50$; it fails outright at $m=100$, where the block of exact eigenvectors still gives $3\times10^{-15}$.

The instrumented counts equal the formulas, eigensolver excluded, in four small cases. For the model, $F_{\rm filter}=160000\cdot(12\cdot30-2)=5.73\times10^7$ and $F_{\rm RR}\approx160000\cdot(100+26)=2.02\times10^7$, plus $47.3\cdot20^3=3.8\times10^5$ for cyclic Jacobi, whose $\kappa$ was counted at $n=20$. The crossover is $n^*=(360-26-2)/5=66.4$. At fixed $N/n=400$, with $\kappa$ assumed constant, the filter takes $74\%$, $25\%$ and $3.4\%$ of the flops for $n=20$, $200$, $2000$.

A total degree of 48 from the warm start reduces $\|g_{10}\|$ as follows.

| $m\times$ cycles | guaranteed | measured | flops |
|---|---|---|---|
| $6\times8$ | $1.62\times10^4$ | $3.63\times10^4$ | $3.92\times10^8$ |
| $12\times4$ | $2.17\times10^5$ | $4.22\times10^5$ | $3.11\times10^8$ |
| $24\times2$ | $8.65\times10^5$ | $1.41\times10^6$ | $2.71\times10^8$ |
| $48\times1$ | $1.73\times10^6$ | $2.44\times10^6$ | $2.51\times10^8$ |

The guarantee doubles from $24\times2$ to $48\times1$, which is the $\ln2$ of one restart. The cost per unit of guaranteed log-reduction drops from $4.0\times10^7$ to $1.7\times10^7$ flops, toward the limit $160000\cdot30/0.3137=1.5\times10^7$. At $m=24$ it is $2.0\times10^7$, within $30\%$ of that limit, at a degree well below the one where the random block loses rank.

## Computed results

```
inputs: N=8000, h=0.5 bohr, omega=1.0 Ha, z=13, n_w=10, n=20, m=12
a=5.0000 Ha, b=65.8438 Ha (kinetic 32.0000 + Vmax 33.8438), c=35.4219 Ha, e=30.4219 Ha
lam_1,10,20,21,N = 1.49818 3.49100 4.48741 5.42478 61.4314 Ha
sum of 10 lowest = 29.90704088 Ha = 813.8120 eV
state 1: x=-1.11511 gamma=0.05755 eta=0.47532 2sqrt(gamma)=0.47981 cosh(m eta)=150.015 power=3.697
state 10: x=-1.04960 gamma=0.02480 eta=0.31368 2sqrt(gamma)=0.31497 cosh(m eta)=21.575 power=1.788
state 20: x=-1.01685 gamma=0.00842 eta=0.18331 2sqrt(gamma)=0.18357 cosh(m eta)=4.567 power=1.222
minimax, degree 6, state 10: LP 0.29764, 1/cosh 0.29764
sigma_1,2,3,12 = -0.89677 -0.74994 -0.67555 -0.62170; limit -0.62168
unscaled T_m(x_1) overflows single precision at m ~ 188
unscaled T_m(x_1) overflows double precision at m ~ 1495
m=250 single precision: scaled norm 0.0084, unscaled finite: False
cycle 2: |G e_10|=3.813e-01, reduction 24.85, dE=2.27e-01 Ha, bound 4.02e+01 Ha
cycle 4: |G e_10|=6.999e-04, reduction 23.07, dE=5.16e-06 Ha, bound 1.32e-04 Ha
cycle 6: |G e_10|=1.365e-06, reduction 22.54, dE=1.92e-10 Ha, bound 4.88e-10 Ha
cycle 8: |G e_10|=2.735e-09, reduction 22.28, dE=7.46e-14 Ha, bound 1.91e-15 Ha
warm start (noise 0.05): dE = 4.05e-04 6.11e-07 1.08e-09 Ha; last ratio 568, cosh^2 465
adaptive: 6 cycles to dE<1e-9 Ha, last a=4.4875 Ha, cosh(m eta_10)=10.59
b too low (51.431 Ha): gain of top state 2.385e+04, top Ritz value 61.4314 Ha
cond(Y) m=12,60,80: 1.21e+01 1.50e+09 5.04e+11; slope 0.2907, eta_1-eta_20 0.2920
Cholesky limit m ~ 62; |Q'Q-1|: m=12 1.7e-14, m=100 random inf, m=100 converged 2.6e-15
counted N=30 n=3 z=5 m=7: filter 8640 flop, RR without eigensolver 2252 flop, n*=17.2
counted N=41 n=6 z=5 m=2: filter 6396 flop, RR without eigensolver 9889 flop, n*=3.2
counted N=200 n=5 z=3 m=4: filter 38000 flop, RR without eigensolver 31025 flop, n*=6.4
counted N=200 n=8 z=3 m=4: filter 60800 flop, RR without eigensolver 73732 flop, n*=6.4
cyclic Jacobi n=20: 6 sweeps, kappa=47.3
crossover for z=13, m=12: n*=66.4
n=20, N=8000: filter 5.728e+07, RR 2.016e+07 + eig 3.79e+05 flop, filter share 73.6 %
n=200, N=80000: filter 5.728e+09, RR 1.642e+10 + eig 3.79e+08 flop, filter share 25.4 %
n=2000, N=800000: filter 5.728e+11, RR 1.604e+13 + eig 3.79e+11 flop, filter share 3.4 %
m=6 x 8 cycles: guaranteed 1.623e+04, measured 3.630e+04, cost 3.922e+08 flop, per ln-unit 4.045e+07
m=12 x 4 cycles: guaranteed 2.167e+05, measured 4.223e+05, cost 3.113e+08 flop, per ln-unit 2.534e+07
m=24 x 2 cycles: guaranteed 8.649e+05, measured 1.408e+06, cost 2.708e+08 flop, per ln-unit 1.981e+07
m=48 x 1 cycles: guaranteed 1.730e+06, measured 2.436e+06, cost 2.506e+08 flop, per ln-unit 1.745e+07
```
